\section*{Why flattening a compressed quantum dot favours heavy holes}

\section{What goes wrong if shape is ignored}

A buried dot whose free lattice is larger than its matrix is compressed. If only that compression enters a design, the heavy-hole (HH) and light-hole (LH) band edges coincide for a disc, a sphere and a column alike. The design then misses the part strain plays in choosing the hole ground state. That choice affects the optical polarisation: an HH state contains no $p_z$ orbital, so its transition to an $s$-like electron state has no dipole along $z$.

The opposite error is to suppose that flattening turns hydrostatic strain into biaxial strain. In the isotropic model below, the hydrostatic elastic strain does not depend on shape. Flattening a sphere raises the normal depolarisation factor, which makes the response to an isotropic misfit more anisotropic. The extra shear energy in the dot comes from the matrix. Confinement also favours heavy holes in a flat dot, so strain is one of two causes.

\section{How shape sets the strain}

Consider a coherent spheroid with semi-axes $a,a,c$ along $x,y,z$, with $z\parallel[001]$ and $r=c/a$, deep inside an unbounded matrix. Dot and matrix share the same isotropic moduli: bulk modulus $K$, Lam\'e constants $\lambda,\mu$ and Poisson ratio $\nu$. The misfit is $e_0>0$, and tensile strain is positive. Let $\chi=1$ inside the dot and $0$ outside. The total strain $\varepsilon_{ij}$ is measured from the matrix lattice, and the elastic strain is $e_{ij}=\varepsilon_{ij}-e_0\chi\delta_{ij}$.

Inserting Hooke's law in $\partial_j\sigma_{ij}=0$, with $3\lambda+2\mu=3K$, gives
\begin{equation}
(\lambda+\mu)\partial_i\partial_ku_k+\mu\nabla^2u_i=3Ke_0\,\partial_i\chi .
\end{equation}
Both sides are gradients if $u_i=\partial_i\psi$. Integrating once, with fields that vanish far away,
\begin{equation}
\nabla^2\psi=\frac{3K}{\lambda+2\mu}e_0\chi=\beta e_0\chi,\qquad
\beta=\frac{1+\nu}{1-\nu},
\end{equation}
because $3K=2\mu(1+\nu)/(1-2\nu)$ and $\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$. In Fourier space $\partial_i\partial_j\psi$ becomes $\beta e_0\hat k_i\hat k_j\chi(\mathbf k)$. Hence $\varepsilon_{ij}=\beta e_0N_{ij}$, with
\begin{equation}
N_{ij}(\mathbf x)=\int\!\frac{d^3k}{(2\pi)^3}\,\hat k_i\hat k_j\,\chi(\mathbf k)e^{i\mathbf k\cdot\mathbf x}.
\end{equation}

Now scale the spheroid to a unit ball: $x_i=a_iy_i$ and $\kappa_i=a_ik_i$. The volume factors cancel and $\mathbf k\cdot\mathbf x=\boldsymbol\kappa\cdot\mathbf y$. Let $F(\kappa)$ be the transform of the unit ball. For each direction $\hat{\boldsymbol\kappa}$, with $s=\hat{\boldsymbol\kappa}\cdot\mathbf y$, the radial integral relative to the angular average is
\begin{equation}
g(s)=\frac{1}{4\pi^2}\int_{-\infty}^{\infty}\kappa^2F(\kappa)e^{i\kappa s}\,d\kappa .
\end{equation}
The ball's cross-section at height $s$ has area $\pi(1-s^2)=(2\pi)^{-1}\int F e^{i\kappa s}d\kappa$. A factor $\kappa^2$ corresponds to $-d^2/ds^2$, so
\begin{equation}
g(s)=\frac{1}{2\pi}\left[-\frac{d^2}{ds^2}\pi(1-s^2)\right]=1,\qquad |s|<1 .
\end{equation}
Every interior point has $|s|<1$, so the interior strain is uniform and $N_{ij}=\langle\hat k_i\hat k_j\rangle$, averaged over the directions of $\boldsymbol\kappa$. With $t=\hat\kappa_z$ and $k_i\propto\hat\kappa_i/a_i$,
\begin{equation}
N_z=\int_0^1\frac{t^2\,dt}{t^2+r^2(1-t^2)} .
\label{eq:N}
\end{equation}
The integrand rises as $r$ falls, so flattening must increase $N_z$. For $r<1$, put $\eta^2=1-r^2$. The integrand is then $\eta^{-2}[1-r^2/(r^2+\eta^2t^2)]$, and
\begin{equation}
N_z=\frac{1}{\eta^2}\left[1-\frac r\eta\arctan\frac{\eta}{r}\right].
\end{equation}
A sphere has $N_z=1/3$. A thin disc has $N_z\simeq1-\pi r/2$, which tends to one in the film limit.

Since $\hat{\mathbf k}$ is a unit vector, $N_x+N_y+N_z=1$, and $N_x=N_y=(1-N_z)/2$. Inside the dot,
\begin{align}
e_{xx}&=e_0\left[\tfrac12\beta(1-N_z)-1\right],&
e_{zz}&=e_0(\beta N_z-1),\\
\operatorname{tr}e&=e_0(\beta-3)=-\frac{2e_0(1-2\nu)}{1-\nu},&
B&\equiv e_{zz}-e_{xx}=\frac{\beta e_0}{2}(3N_z-1).
\end{align}
The trace contains no $N_z$, whereas the biaxial strain $B$ grows with it. $B$ vanishes for a sphere and is negative for an elongated dot.

\subsection{Where the shear energy comes from}

The elastic energy is $\tfrac12\int\sigma_{ij}e_{ij}\,d^3x$. The part containing $\varepsilon_{ij}$ becomes a surface term at infinity and vanishes, since $\partial_j\sigma_{ij}=0$. Per dot volume this leaves
\begin{equation}
W=-\tfrac12e_0\sigma_{kk}=-\tfrac32Ke_0\operatorname{tr}e=2\mu\beta e_0^2 ,
\end{equation}
which is independent of shape. The deviatoric strain in the dot is $B(-\tfrac13,-\tfrac13,\tfrac23)$, whose squares sum to $2B^2/3$. The dot therefore stores
\begin{equation}
W_{\rm in}=\tfrac12K(\operatorname{tr}e)^2+\tfrac23\mu B^2 .
\end{equation}
The first term is fixed, so a larger $B^2$ moves energy from matrix to dot. In the film limit $B=\beta e_0$, and
\begin{equation}
W_{\rm in}=\frac{2\mu(1+\nu)e_0^2}{3(1-\nu)^2}\big[2(1-2\nu)+(1+\nu)\big]=2\mu\beta e_0^2=W ,
\end{equation}
so the matrix share vanishes.

\section{How biaxial strain separates the holes}

Band edges are electron energies here, so the highest valence edge gives the lowest hole energy. After removal of the common hydrostatic shift, strain moves a $p_i$ orbital by $b(3e_{ii}-\operatorname{tr}e)$, with $b<0$. Define $q=|b|B$. Then $p_x$ and $p_y$ shift by $q$, and $p_z$ shifts by $-2q$.

The HH state is $P\!\uparrow$, with $P=(p_x+ip_y)/\sqrt2$, so $E_{\rm HH}=q$. The two states with $J_z=1/2$ are
\begin{equation}
|{\rm LH}\rangle=\sqrt{\tfrac23}\,p_z\!\uparrow-\sqrt{\tfrac13}\,P\!\downarrow,\qquad
|{\rm SO}\rangle=\sqrt{\tfrac13}\,p_z\!\uparrow+\sqrt{\tfrac23}\,P\!\downarrow .
\end{equation}
Their strain energies are $\tfrac23(-2q)+\tfrac13q=-q$ and $\tfrac13(-2q)+\tfrac23q=0$. Their coupling is $\tfrac{\sqrt2}{3}(-2q-q)=-\sqrt2q$. With the spin--orbit splitting $\Delta$,
\begin{equation}
H_{1/2}=\begin{pmatrix}-q&-\sqrt2q\\-\sqrt2q&-\Delta\end{pmatrix}.
\end{equation}
Its upper eigenvalue is $E_{\rm LH}=\tfrac12(-q-\Delta+R)$, where $R^2=(\Delta-q)^2+8q^2=\Delta^2-2\Delta q+9q^2$. The edge splitting is
\begin{equation}
S=E_{\rm HH}-E_{\rm LH}=\tfrac12\left(3q+\Delta-R\right).
\label{eq:S}
\end{equation}
Its slope is $\tfrac12[3-(9q-\Delta)/R]$. This is positive because $9R^2-(9q-\Delta)^2=8\Delta^2>0$. As $S(0)=0$, $S$ has the sign of $q$. For small $|q|$, $S\simeq2q-2q^2/\Delta$. For large positive $q$, $R\simeq3q-\Delta/3$ and $S$ saturates at $2\Delta/3$.

Compression with flattening therefore puts the HH edge on top. Elongating the dot beyond a sphere ($c>a$), or making the misfit tensile in a flat dot, reverses the strain preference.

\section{The second cause: confinement}

Let $\gamma_1,\gamma_2$ be Luttinger parameters. For motion along $z$ the inverse masses, in units of $1/m_0$, are $\gamma_1-2\gamma_2$ for HH and $\gamma_1+2\gamma_2$ for LH. A thin dot costs the heavy hole less kinetic energy, even without strain.

The two causes scale differently. At fixed shape and misfit, $S$ does not depend on size. Confinement energies in a hard-wall dot fall as the inverse square of its size, because the kinetic operator contains two derivatives. A finite well need not follow that law.

\section{How large: a Ge-like dot in Si}

Take $a=10$ nm, $c=2$ nm and $e_0=0.042$. The rough Ge stiffnesses $C_{11}=129$ GPa and $C_{12}=48$ GPa give $\nu=C_{12}/(C_{11}+C_{12})=0.271$ and $\beta=1.744$. This choice of $\nu$ reproduces the strain ratio of a (001) film. Also take $b=-2.9$ eV and $\Delta=0.30$ eV.

For $r=0.2$, $N_z=0.7505$, so
\begin{align}
e_{xx}&=0.042(1.744\times0.1248-1)=-3.29\%,\\
e_{zz}&=0.042(1.744\times0.7505-1)=+1.30\%,\\
q&=2.9\ {\rm eV}\times0.0458=0.133\ {\rm eV},\\
S&=\tfrac12(0.699-0.411)\ {\rm eV}=0.144\ {\rm eV}=144\ {\rm meV}.
\end{align}
With misfit and material parameters held fixed, other shapes give:

\begin{center}
\begin{tabular}{ccccc}
$c/a$ & $N_z$ & $\operatorname{tr}e$ (\%) & $B$ (\%) & $S$ (meV)\\
2.0 & 0.174 & $-5.27$ & $-1.76$ & $-116$\\
1.0 & 0.333 & $-5.27$ & 0 & 0\\
0.5 & 0.527 & $-5.27$ & 2.13 & 95\\
0.2 & 0.750 & $-5.27$ & 4.58 & 144\\
0.1 & 0.861 & $-5.27$ & 5.80 & 155
\end{tabular}
\end{center}

The film limit is 165 meV, so flattening beyond $c/a=0.2$ adds little edge splitting. The dot holds 42\% of the elastic energy as a sphere and 65\% at $c/a=0.2$; the difference is shear energy. Elongation to $c/a=2$ also raises the share, to 45\%, because $W_{\rm in}$ depends on $B^2$.

For confinement, take $\gamma_1=13.4$, $\gamma_2=4.25$, $\gamma_3=5.7$ and a spheroidal well 0.50 eV deep, with Ge masses everywhere. The inverse masses along $z$ are 4.9 for HH and 21.9 for LH. Separate HH and LH calculations without biaxial strain put the lowest LH level about 100 meV above the lowest HH level in hole energy. These levels leave out the coupling between LH and SO states, which $S$ includes. That coupling lowers the LH level and reduces the confinement splitting to about 80 meV. Taken alone, confinement is thus a weaker cause than strain here. The two do not add, because both act through the same coupling to the SO state: with both present the level splitting is about 160 meV, only about 80 meV more than without strain. Doubling all lengths reduces the uncoupled estimate from about 100 to about 50 meV and leaves $S$ at 144 meV.

A six-band calculation in the same well includes mixing. Its hole energies are measured from the unstrained barrier edge, and the hydrostatic shift is held fixed within the well depth:

\begin{center}
\begin{tabular}{lcc}
Case & Energy (meV) & HH weight (\%)\\
Flat, actual $B$ & $-523$ & 98\\
Flat, $B=0$ & $-398$ & 96\\
Flat, $B$ reversed & $-463$ & 7\\
$c/a=2$, equal volume & $-492$ & 3
\end{tabular}
\end{center}

The second row shows that confinement alone already gives this flat dot an HH ground state. Strain deepens that state by 125 meV. The third row isolates the effect of strain: reversing only $B$, with shape and well fixed, overcomes confinement and makes the ground state light-hole-like. That state also carries about 12\% SO weight. The third row is not converged in the basis: a better basis lowers it to about $-475$ meV and raises its HH weight to about 10\%, while the other rows move by about 1 meV. In the elongated dot confinement and strain act in the same direction: with $B=0$ the ground state is already light-hole-like (HH weight about 10\%), but an HH-like level lies only about 6 meV above it, and strain widens the gap to the next level to about 37 meV.

\section{What to do in a real structure}

The example dot is 20 nm wide and 4 nm high, and its material parameters are rough typical values. The example concerns the hole state only: the lowest electron states of Si lie away from the zone centre, so the polarisation rule for an $s$-like electron state does not carry over directly. It applies to dots with a direct gap. Real islands are faceted and often intermixed with Si. Halving the misfit, with $b$ and $\Delta$ unchanged, lowers $S$ from 144 to 100 meV. Intermixing with Si also lowers $\Delta$, which reduces $S$ further. For the HH--LH splitting of a dot as flat as this one, where more flattening adds little, composition is therefore worth measuring before the shape is refined. The height still matters for the level itself: halving $c$ at fixed $a$ raises the HH hole energy by about 100 meV through confinement.

Other omissions have different consequences:
\begin{itemize}
\item Cubic elasticity with a stiffer Si matrix changes $B$ from 4.58\% to 4.77\% and $S$ to 146 meV. The trace becomes $-6.2\%$ in the flat dot and $-6.8\%$ in the sphere. Shape independence of the hydrostatic strain is then only approximate, which matters for absolute level positions.
\item The barrier is strained too. Across the interface only the second normal derivative of $\psi$ jumps, by $\beta e_0$. Just above the dot this gives $B=\beta e_0(N_z-1-N_x)=-2.7\%$. With the Ge values of $b$ and $\Delta$, the local HH edge falls by 80 meV and the local LH edge rises by about 110 meV, noticeable changes beside the 500 meV offset. Above and below the dot this favours light holes, and the six-band calculation leaves it out.
\item At 300 K the thermal energy is 26 meV, well below $S$. The first excited level of the flat dot, mostly HH, lies only about 33 meV above the ground state, so at 300 K the ground state is not the only one occupied.
\end{itemize}

A nearby free surface and facets are also left out, and their effects are not sized here.

For a heavy-hole ground state in a deeply buried, compressed dot, an aspect ratio near 0.2 already secures most of the available strain splitting: 144 of 165 meV for these parameters. In larger dots of the same shape and composition, strain carries more of the HH preference, as long as the dot stays coherent; dislocations would relax the misfit. For a light-hole ground state, the model points to an elongated compressed dot, or to a flat dot under tensile misfit whose strain preference exceeds that of confinement. The second route needs a calculation of both effects, because they oppose each other.

\section*{Calculated quantities}
\begin{verbatim}
Misfit e0 = 0.042; Poisson ratio = 0.2712; beta = 1.7442
Ge C11, C12, C44 = (129.0, 48.0, 67.0) GPa; Si = (166.0, 64.0, 80.0) GPa
b = -2.9 eV; spin-orbit splitting = 0.3 eV; offset V0 = 0.5 eV
Luttinger parameters g1, g2, g3 = 13.4, 4.25, 5.7
Flat dot: a = 10.0 nm, c = 2.0 nm, c/a = 0.20
Equal-volume sphere radius = 5.848 nm
Equal-volume long dot: a = 4.642 nm, c = 9.283 nm
Columns: c/a, N_z, e_xx %, e_zz %, trace %, B %, HH-LH edge meV
  2.00 0.1736 -1.173 -2.929 -5.274 -1.756 -116.0
  1.00 0.3333 -1.758 -1.758 -5.274 -0.000 -0.0
  0.50 0.5272 -2.468 -0.338 -5.274 2.130 94.9
  0.20 0.7505 -3.286 1.298 -5.274 4.584 143.7
  0.10 0.8608 -3.690 2.106 -5.274 5.796 155.4
Film limit: B = 7.326 %, HH-LH edge = 165.1 meV
Flat dot q = |b|B = 132.9 meV
Large-strain cap 2D/3 = 200.0 meV
Total elastic energy per dot volume = 249.2 MJ/m^3
Energy share inside dot, long: 45.2 %; outside (integrated): 54.8 %
Energy share inside dot, sphere: 41.9 %; outside (integrated): 58.1 %
Energy share inside dot, flat: 64.6 %; outside (integrated): 35.4 %
Confinement-only LH-HH splitting, flat dot = 103.5 meV
Same, all lengths doubled = 50.4 meV
Six-band ground state: hole energy from barrier edge, HH weight
  flat, strain on: -523 meV, 97.7 %
  flat, B = 0: -398 meV, 95.8 %
  flat, B reversed: -463 meV, 6.9 %
  long, strain on: -492 meV, 2.8 %
Basis enlargement changes flat-dot energy by 0.45 meV
Cubic Ge in cubic Si, flat: B = 4.773 %, HH-LH edge = 145.9 meV
Cubic Ge in cubic Si, trace: sphere -6.823 %, flat -6.169 %
Barrier just above dot: B = -2.742 %, HH edge shift = -79.5 meV
Misfit halved by intermixing: HH-LH edge = 99.8 meV
Thermal energy at 300 K = 25.9 meV
\end{verbatim}
